\section*{The Trott–Palmer R1rho rate and its tilt-corrected peak at the minor site}

\section{What symmetry fixes}

A spin exchanges between a major site $A$ and a minor site $B$, with populations $p_A+p_B=1$ and total exchange rate $k$: it leaves $A$ at rate $p_Bk$ and $B$ at rate $p_Ak$. In the frame rotating at the carrier frequency $\omega_c$, a spin-lock field of amplitude $\omega_1>0$ lies along $x$. Site $j$ has offset $\delta_j=\Omega_j-\omega_c$ and effective field
\[
\boldsymbol\omega_j=(\omega_1,0,\delta_j),\qquad \omega_j^2=\omega_1^2+\delta_j^2,\qquad \Delta=\delta_B-\delta_A>0 .
\]
Magnetization precesses as $\dot{\mathbf M}=\boldsymbol\omega_j\times\mathbf M$. Intrinsic relaxation is left out until Section 6.

Let $p_B\to0$. The magnetization is locked along $\mathbf n=\boldsymbol\omega_A/\omega_A$ and visits $B$ at rate $p_Bk$. If a visit costs a mean fraction $f$ of the locked component, the decay rate is $r=p_Bk\,f$, with $f$ dimensionless. During a visit the spin turns about $\boldsymbol\omega_B$. Averaged over visit lengths, this rotation is a linear map with axial symmetry about $\boldsymbol\omega_B$. It leaves the component along $\boldsymbol\omega_B$ alone and multiplies the projection of the perpendicular part on itself by some $h(\omega_B/k)$. With $\chi$ the angle between the two fields,
\begin{equation}
f=1-\cos^2\chi-h\sin^2\chi=\sin^2\chi\,[1-h(\omega_B/k)] .
\label{form}
\end{equation}
One function of one ratio remains to be found.

The result will need a distinction, stated here for $p_B\to0$ at fixed $\omega_1$. The exchange contribution to $R_{1\rho}$ is $r$ itself, and its largest value lies on the major-site side. The quantity that peaks with the carrier on the minor site is $r/\sin^2\theta$, where $\theta$ is the tilt of the effective field from $z$.

\section{The simple case: rare visits}

For $p_B\to0$ the visit lengths are distributed as $k e^{-kt}$, so
\[
h=\int_0^\infty k e^{-kt}\cos(\omega_Bt)\,dt=\frac{k^2}{k^2+\omega_B^2},\qquad 1-h=\frac{\omega_B^2}{k^2+\omega_B^2}.
\]
Since $\boldsymbol\omega_B=\boldsymbol\omega_A+\Delta\hat{\mathbf z}$ and $\mathbf n\times\boldsymbol\omega_A=0$,
\[
\omega_B^2\sin^2\chi=|\mathbf n\times\boldsymbol\omega_B|^2=\Delta^2|\mathbf n\times\hat{\mathbf z}|^2=\Delta^2\sin^2\theta_A,\qquad \sin\theta_A=\omega_1/\omega_A .
\]
Therefore
\begin{equation}
r=p_Bk\,f=\sin^2\theta_A\,\frac{p_B\Delta^2k}{k^2+\omega_B^2}+O(p_B^2).
\label{simple}
\end{equation}

It must be shown that this is an eigenvalue. Write $W_j\mathbf v=\boldsymbol\omega_j\times\mathbf v$. For a mode $e^{\lambda t}$ the equation of site $B$ gives $\mathbf M_B=p_Bk(\lambda+p_Ak-W_B)^{-1}\mathbf M_A$, and that of site $A$ becomes
\[
\lambda\mathbf M_A=\left[W_A-p_Bk+p_Ap_Bk^2(\lambda+p_Ak-W_B)^{-1}\right]\mathbf M_A .
\]
At $p_B=0$ the vector $\mathbf n$ has eigenvalue zero. Because $W_A$ is antisymmetric, $\mathbf n$ is also its left eigenvector. First-order perturbation theory gives $\lambda=-p_Bk[1-k\,\mathbf n\cdot(k-W_B)^{-1}\mathbf n]$. As $(k-W_B)^{-1}=\int_0^\infty e^{-kt}e^{W_Bt}dt$, the bracket is the mean loss $f$.

Two limits test (\ref{simple}). For $k\ll\omega_B$ it gives $r=p_Bk\sin^2\chi$: averaged over long visits of different lengths, everything perpendicular to $\boldsymbol\omega_B$ is lost. For $k\gg\omega_B$ it gives $r=\sin^2\theta_A\,p_B\Delta^2/k$, the motional-narrowing form.

\section{General populations: the characteristic polynomial}

Now keep $p_B$ arbitrary. The Bloch--McConnell equations are
\[
\dot{\mathbf M}_A=W_A\mathbf M_A-k\mathbf D,\qquad \dot{\mathbf M}_B=W_B\mathbf M_B+k\mathbf D,\qquad \mathbf D=p_B\mathbf M_A-p_A\mathbf M_B .
\]
With $\mathbf S=\mathbf M_A+\mathbf M_B$ one has $\mathbf M_A=p_A\mathbf S+\mathbf D$ and $\mathbf M_B=p_B\mathbf S-\mathbf D$. Let $Z\mathbf v=\hat{\mathbf z}\times\mathbf v$, so that $W_B-W_A=\Delta Z$. Substitution gives
\begin{align}
\dot{\mathbf S}&=\bar W\mathbf S-\Delta Z\mathbf D, & \bar W&=p_AW_A+p_BW_B,\nonumber\\
\dot{\mathbf D}&=-p_Ap_B\Delta Z\mathbf S+(W'-k)\mathbf D, & W'&=p_BW_A+p_AW_B .
\label{SD}
\end{align}
The fields of $\bar W$ and $W'$ have offsets $\bar\delta=p_A\delta_A+p_B\delta_B$ and $\delta'=p_B\delta_A+p_A\delta_B$. Define $\omega_e^2=\omega_1^2+\bar\delta^2$, $\omega'^2=\omega_1^2+\delta'^2$, $\sin\theta=\omega_1/\omega_e$ and
\[
\varepsilon=p_Ap_B\Delta^2,\qquad \kappa=\lambda+k,\qquad d=\kappa^2+\omega'^2 .
\]
Let $L$ be the $6\times6$ matrix of (\ref{SD}). The block determinant rule and $Z^T=-Z$ give
\[
P(\lambda)=\det(\lambda-L)=\det(\kappa-W')\,\det\!\left[\lambda-\bar W+\varepsilon Z^TGZ\right],\quad G=(\kappa-W')^{-1}.
\]
From $W'\boldsymbol\omega'=0$ and $W'^2=\boldsymbol\omega'\boldsymbol\omega'^T-\omega'^2$ it follows by multiplication that
\[
G=\frac{\kappa^2+\kappa W'+\boldsymbol\omega'\boldsymbol\omega'^T}{\kappa d},\qquad \det(\kappa-W')=\kappa d .
\]
The needed elements are $G_{xx}=(\kappa^2+\omega_1^2)/(\kappa d)$, $G_{yy}=\kappa/d$ and $G_{yx}=-G_{xy}=\delta'/d$. The $xy$ block of $Z^TGZ$ has rows $(G_{yy},-G_{yx})$ and $(-G_{xy},G_{xx})$; its other elements vanish. The second determinant is then
\[
\begin{vmatrix}u&g&0\\-g&v&\omega_1\\0&-\omega_1&\lambda\end{vmatrix}
=\lambda(uv+g^2)+\omega_1^2u,
\]
\[
u=\lambda+\frac{\varepsilon\kappa}{d},\qquad v=\lambda+\frac{\varepsilon(\kappa^2+\omega_1^2)}{\kappa d},\qquad g=\bar\delta-\frac{\varepsilon\delta'}{d},
\]
and
\begin{equation}
P(\lambda)=\kappa d\,\lambda(uv+g^2)+\omega_1^2(\lambda\kappa d+\varepsilon\kappa^2).
\label{P}
\end{equation}

Write $P=a_0+a_1\lambda+a_2\lambda^2+\dots$. At $\lambda=0$ only the last term survives:
\[
a_0=k^2\omega_1^2\,p_Ap_B\Delta^2 .
\]
For $a_1$, let $d_0=k^2+\omega'^2$. The first term of (\ref{P}) contributes $kd_0(uv+g^2)$ at $\lambda=0$, and the second contributes $\omega_1^2(kd_0+2\varepsilon k)$. Hence
\begin{align*}
\frac{a_1}{k}&=\frac{\varepsilon^2(k^2+\omega_1^2)}{d_0}+\bar\delta^2d_0-2\varepsilon\bar\delta\delta'+\frac{\varepsilon^2\delta'^2}{d_0}+\omega_1^2d_0+2\varepsilon\omega_1^2\\
&=\omega_e^2(k^2+\omega'^2)+\varepsilon^2-2\varepsilon\bar\delta\delta'+2\varepsilon\omega_1^2 ,
\end{align*}
because the two fractions add to $\varepsilon^2$. Using $p_A^2+p_B^2=1-2p_Ap_B$,
\[
\bar\delta\delta'=\delta_A\delta_B+\varepsilon,\qquad
\bar\delta^2+\delta'^2=(\delta_A+\delta_B)^2-2\bar\delta\delta'=\delta_A^2+\delta_B^2-2\varepsilon ,
\]
so that
\begin{align*}
\omega_e^2\omega'^2&=\omega_1^4+\omega_1^2(\delta_A^2+\delta_B^2-2\varepsilon)+(\delta_A\delta_B+\varepsilon)^2\\
&=\omega_A^2\omega_B^2-2\varepsilon\omega_1^2+2\varepsilon\delta_A\delta_B+\varepsilon^2 .
\end{align*}
Inserting both identities, every term in $\varepsilon$ cancels:
\[
a_1=k\left(k^2\omega_e^2+\omega_A^2\omega_B^2\right).
\]

A root $\lambda=-r$ near zero obeys $a_0-a_1r+a_2r^2-\dots=0$. Keeping the first two terms gives the Trott--Palmer expression,
\begin{equation}
r_{\rm TP}=\frac{a_0}{a_1}=\sin^2\theta\;\frac{p_Ap_B\Delta^2k}{k^2+\omega_A^2\omega_B^2/\omega_e^2}.
\label{TP}
\end{equation}
For skewed populations at fixed $\omega_1,k>0$, $a_0$ is $O(p_B)$ while $a_1$ tends to $k\omega_A^2(k^2+\omega_B^2)>0$. So $r=O(p_B)$, and the neglected terms are $O(p_B^2)$. As $p_B\to0$, $\omega_e\to\omega_A$ and (\ref{TP}) returns (\ref{simple}).

A second limit holds for any populations. In fast exchange $\mathbf D$ follows $\mathbf S$, with $\mathbf D\approx-p_Ap_B\Delta Z\mathbf S/k$. Then $\dot{\mathbf S}\approx\bar W\mathbf S+(\varepsilon/k)Z^2\mathbf S$, and $Z^2=-1$ in the $xy$ plane: transverse magnetization decays at $\varepsilon/k$. If $\varepsilon/k\ll\omega_e$, projection on the average field gives $\sin^2\theta\,\varepsilon/k$, as does (\ref{TP}).

\section{The size and sign of the error}

Let the eigenvalues be $-r_i$. From (\ref{SD}) or the site equations,
\[
\frac{d}{dt}\left(\frac{|\mathbf M_A|^2}{p_A}+\frac{|\mathbf M_B|^2}{p_B}\right)=-\frac{2k|\mathbf D|^2}{p_Ap_B}\le0 .
\]
An undamped mode would need $\mathbf D=0$ at all times, hence $Z\mathbf S=0$ and $\mathbf S\parallel z$; but $\omega_1$ turns such a vector away from $z$. So every $\mathrm{Re}\,r_i>0$. Since $P=\prod_i(\lambda+r_i)$,
\begin{equation}
\frac1{r_{\rm TP}}=\frac{a_1}{a_0}=\sum_i\frac1{r_i},\qquad
\frac{r}{r_{\rm TP}}=1+r\sum_i{}^{'}\frac1{r_i},
\label{err}
\end{equation}
where the prime omits the root $r$. Each conjugate pair adds a positive amount, so $r_{\rm TP}$ is a lower bound on every real decay rate.

The rate $r$ meant here belongs to the real eigenvalue closest to zero. It need not be the slowest decay: magnetization precessing about the field of $A$ can outlive the locked component. For $p_B\to0$, magnetization prepared along the effective field excites those modes with an amplitude of order $p_B$.

\section{Where the peak is}

Let $c=\omega_c-\Omega_A$ be the carrier position measured from $A$; then $\delta_A=-c$ and $\delta_B=\Delta-c$. To first order in $p_B$,
\begin{equation}
\frac{r}{\sin^2\theta}=\frac{p_B\Delta^2k}{k^2+\omega_1^2+(c-\Delta)^2}.
\label{lor}
\end{equation}
This is a Lorentzian centred on $B$, with full width $2\sqrt{k^2+\omega_1^2}$.

The reason is visible within one visit. The locked vector starts to move with velocity $\boldsymbol\omega_B\times\mathbf n=\Delta\,\hat{\mathbf z}\times\mathbf n$, of size $\Delta\sin\theta_A$ whatever $\omega_B$ is. This velocity then rotates at $\omega_B$, and after time $t$ the loss is $\Delta^2\sin^2\theta_A(1-\cos\omega_Bt)/\omega_B^2$. Fast rotation makes the displacement turn back on itself. On resonance with $B$, $\omega_B$ has its smallest value $\omega_1$ and the displacement builds up longest.

The bare rate contains the further factor $\sin^2\theta$, which favours $A$. To first order $r=p_Bk\omega_1^2\Delta^2/F(c)$ with
\[
F(c)=(\omega_1^2+c^2)[\omega_1^2+(c-\Delta)^2]+k^2(\omega_1^2+c^2).
\]
The first product is unchanged by $c\to\Delta-c$, so
\[
F(c)-F(\Delta-c)=k^2[c^2-(\Delta-c)^2]=k^2\Delta(2c-\Delta).
\]
Any $c>\Delta/2$ therefore gives a smaller rate than its mirror point. At $c=\Delta/2$ the slope $F'=k^2\Delta$ is not zero. The global maximum of $r$ thus lies at $c<\Delta/2$, on the side of $A$.

A secondary maximum may exist. Setting $F'/2=0$,
\[
2c^3-3\Delta c^2+(\Delta^2+2\omega_1^2+k^2)c-\omega_1^2\Delta=0 ,
\]
and with $c=\Delta/2+y$,
\[
y^3-\tfrac14Xy+\tfrac14k^2\Delta=0,\qquad X=\Delta^2-4\omega_1^2-2k^2 .
\]
A cubic $y^3+py+q$ has three distinct real roots when $4p^3+27q^2<0$, which here reads
\begin{equation}
X^3>27k^4\Delta^2 .
\label{second}
\end{equation}
The roots sum to zero and have a negative product, so one is negative and two are positive. The positive ones are a minimum and a secondary maximum of $r$, both on the side of $B$.

\section{Numbers, and intrinsic relaxation}

Take $p_B=0.01$, $k=400\ \mathrm{s^{-1}}$, $\Delta=2000$ rad/s and $\omega_1=300$ rad/s. These are round model parameters in laboratory units, since atomic units are unnatural here. With the carrier on $B$, $\bar\delta=20-2000=-1980$ rad/s and
\begin{align*}
\sin^2\theta&=\frac{300^2}{300^2+1980^2}=0.0224,\\
\frac{r_{\rm TP}}{\sin^2\theta}&=\frac{0.0099\times2000^2\times400}{400^2+9.18\times10^4}\ \mathrm{s^{-1}}=62.9\ \mathrm{s^{-1}},
\end{align*}
where $9.18\times10^4$ is $\omega_A^2\omega_B^2/\omega_e^2$ in (rad/s)$^2$. This gives $r_{\rm TP}=1.412\ \mathrm{s^{-1}}$. Diagonalizing the full matrix gives:
\begin{center}
\begin{tabular}{rrrr}
$c$ (rad/s) & $\sin^2\theta$ & $r$ (s$^{-1}$) & $r/\sin^2\theta$ (s$^{-1}$)\\
0 & 0.996 & 3.765 & 3.78\\
1000 & 0.086 & 1.055 & 12.3\\
1500 & 0.039 & 1.235 & 31.3\\
2000 & 0.022 & 1.423 & 63.4\\
2500 & 0.014 & 0.453 & 31.4
\end{tabular}
\end{center}

On $B$ expression (\ref{TP}) is 0.8\% below the full eigenvalue. Equation (\ref{err}) accounts for this: for small $p_B$ the other roots that matter are $k$ and $k\pm i\omega_1$, so $r/r_{\rm TP}-1$ is about $1.42\,[1/400+800/(400^2+300^2)]=0.008$. The absolute error $r-r_{\rm TP}$ falls by a factor 4.01 when $p_B$ is halved from 0.002, as a second-order error should.

The corrected profile peaks at $1999.4$ rad/s (318.2 Hz from $A$), $0.57$ rad/s short of $B$. Halving $p_B$ halves this distance to $0.28$ rad/s. The height is $63.4\ \mathrm{s^{-1}}$, against $64.0\ \mathrm{s^{-1}}$ from (\ref{lor}), and it drops to about half at $\pm500$ rad/s.

The bare rate has its main maximum, $3.85\ \mathrm{s^{-1}}$, at 45 rad/s. A secondary one, $1.52\ \mathrm{s^{-1}}$, lies at 1860 rad/s, pulled from $B$ towards $A$ by $\sin^2\theta$. To first order in $p_B$, condition (\ref{second}) makes it vanish above $k=664\ \mathrm{s^{-1}}$; counting maxima of the full eigenvalue 3\% below and above this value, at $p_B=10^{-4}$, confirms it. The visit picture explains the ordering. There are $p_Bk=4$ visits per second; each costs on average 94\% of the locked magnetization with the carrier on $A$, but 35\% with it on $B$. The angle between the lock and the field of $B$ is the same in both cases, $\sin^2\chi=0.978$. What differs is the mean turn during a visit, $\omega_B/k$: it is 5.1 rad with the carrier on $A$ but only 0.75 rad with it on $B$, so that many visits end before much is lost.

Now add weak intrinsic relaxation, $\Gamma=\mathrm{diag}(R_2,R_2,R_1)$, equal in both sites. For $p_B\to0$ its first-order effect is the projection on the effective field, $R_1\cos^2\theta+R_2\sin^2\theta$, so for small $p_B$
\[
R_{1\rho}\approx R_1\cos^2\theta+R_2\sin^2\theta+r_{\rm TP},\qquad
R_{2,\rm eff}=\frac{R_{1\rho}-R_1\cos^2\theta}{\sin^2\theta}\approx R_2+\frac{r_{\rm TP}}{\sin^2\theta}.
\]
With $R_1=1.5$ and $R_2=8\ \mathrm{s^{-1}}$, the full matrix gives $R_{1\rho}=11.76\ \mathrm{s^{-1}}$ on $A$ and $3.05\ \mathrm{s^{-1}}$ on $B$; the formula gives 11.70 and 3.06. The effective $R_2$ is $11.8\ \mathrm{s^{-1}}$ on $A$ and $70.8\ \mathrm{s^{-1}}$ on $B$. The minor site thus stands out after the tilt correction, at a price: dividing by $0.0224$ multiplies an error in $R_{1\rho}$ by about 45.

\section{Where the reading fails}

The skewed limit was taken at fixed $\omega_1$. Near $A$, replacing $\omega_e$ by $\omega_A$ requires $p_B\Delta\ll\omega_1$ (here 20 against 300 rad/s), and the locked component is well separated from the precessing ones when $p_Bk\ll\omega_1$. In fast exchange the weaker condition $p_B\Delta^2/k\ll\omega_1$ suffices for this separation, though not for replacing $\omega_e$ by $\omega_A$. With the carrier on $A$, the slowest precessing mode decays at $2.67\ \mathrm{s^{-1}}$, more slowly than the locked one at $3.77\ \mathrm{s^{-1}}$, which is why the eigenvalue had to be chosen by its distance from zero. With the carrier on $B$, the locked signal after 0.5 s is 0.491 of its initial value, in agreement with $e^{-rt}=0.491$.

For equal populations the meaning of that choice depends on how the magnetization is prepared. Put the carrier midway, so that $\bar\delta=\delta'=0$. Equations (\ref{SD}) then split into two closed sets, $\{S_x,D_y,D_z\}$ and $\{S_y,S_z,D_x\}$. For the same $k$, $\Delta$ and $\omega_1$, the eigenvalue closest to zero gives a rate of $33.4\ \mathrm{s^{-1}}$ and belongs to the second set: its total magnetization has no component along the lock. Expression (\ref{TP}) gives $29.9\ \mathrm{s^{-1}}$, a valid lower bound 10\% below that rate. Magnetization placed along the average field $x$ does not excite this mode: it stays in the first set, where $\lambda[(\lambda+k)^2+\omega_1^2]+\varepsilon(\lambda+k)=0$ has roots near $-367$ and $-217\pm1022i\ \mathrm{s^{-1}}$, and (\ref{TP}) does not describe its decay. The mode at $33.4\ \mathrm{s^{-1}}$ has each site's magnetization close to the axis of that site's own effective field, with the $z$ parts adding and the $x$ parts cancelling. This is the state reached when the lock is ramped on adiabatically from equilibrium along $z$, and for that preparation $33.4\ \mathrm{s^{-1}}$ is the spin-locked decay rate. The numerical output below lists the values used here.

\section*{Numbers as computed}
\begin{verbatim}
minor population pB = 0.01
exchange rate k = 400 1/s
shift difference D = 2000 rad/s = 318.3 Hz
spin-lock amplitude w1 = 300 rad/s
intrinsic R1 = 1.5 1/s, R2 = 8.0 1/s
carrier c from A (rad/s) | sin^2 | exact r (1/s) | Trott-Palmer (1/s) | exact r/sin^2 (1/s)
   -500 | 0.24972 | 0.6452 | 0.6441 | 2.584
      0 | 0.99558 | 3.7651 | 3.7264 | 3.782
    500 | 0.28090 | 1.6915 | 1.6834 | 6.022
   1000 | 0.08568 | 1.0547 | 1.0512 | 12.309
   1500 | 0.03947 | 1.2347 | 1.2285 | 31.285
   2000 | 0.02244 | 1.4233 | 1.4118 | 63.424
   2500 | 0.01442 | 0.4528 | 0.4520 | 31.398
error ratio on halving pB from 0.002, c=0 rad/s: 4.006
error ratio on halving pB from 0.002, c=2000 rad/s: 4.008
loss per visit, carrier on A: 0.9412; pB*k*loss = 3.7647 1/s
loss per visit, carrier on B: 0.3521; pB*k*loss = 1.4083 1/s
exact peak of r/sin^2: c = 1999.43 rad/s = 318.22 Hz
its distance from B: -0.569 rad/s; with pB/2: -0.282 rad/s
height of that peak: 63.424 1/s
first-order height pB D^2 k/(k^2+w1^2): 64.000 1/s
first-order full width: 1000.0 rad/s
cubic roots (max, min, max): 44.1, 1097.5, 1858.4 rad/s
exact main maximum of r: 3.8471 1/s at c = 45.0 rad/s
exact secondary maximum of r: 1.5210 1/s at c = 1860.3 rad/s
secondary maximum vanishes above k = 663.9 1/s
locked signal after 0.5 s, carrier on B: 0.4913; exp(-r t): 0.4908
slowest precessing mode, carrier on A: 2.6715 1/s
carrier on A: R1rho exact 11.7636, formula 11.6977 1/s; effective R2 exact 11.81 1/s
carrier on B: R1rho exact 3.0545, formula 3.0577 1/s; effective R2 exact 70.77 1/s
pB=0.5, carrier midway: eigenvalue rate 33.403 1/s, Trott-Palmer 29.938 1/s
component of that mode along the lock below 1e-6: True
\end{verbatim}
